# Retarded three-body dispersion energy from a ring of three dipole propagators, part 2

Three neutral polarizable bodies form a triangle with sides \(r_{12},r_{23},r_{31}\), interior angles \(\theta_A\) and perimeter \(L\). We seek the limits of \(E_3\), the lowest-order zero-temperature energy depending on all three. Units are Hartree atomic with Gaussian fields, \(\hbar=1\), \(c\) kept. Write \(\Pi=(r_{12}r_{23}r_{31})^3\), \(c_A=\cos\theta_A\), \(\kappa=\xi/c\), \(x=\kappa r\).

By A1 the bodies are fixed, small, non-overlapping and coupled through electric dipoles only. Their ground states are non-degenerate, without permanent dipole, so single-vertex terms vanish (Lemma 3). Lemma 2 gives the isotropic polarizability
\[
\alpha(i\xi)=\sum_n\frac{2\omega_n|d_n|^2}{\omega_n^2+\xi^2},
\]
with excitation energies \(\omega_n\), the lowest being \(\omega_0\), and \(|d_n|^2\) the dipole strength per Cartesian component. It obeys \(0\le1-\alpha(i\xi)/\alpha(0)\le\xi^2/\omega_0^2\) and falls as \(\xi^{-2}\).

Part (a) and its pair analogue read
\[
E_3=-\frac1{\pi\Pi}\int_0^\infty\!d\xi\;\alpha_1\alpha_2\alpha_3\,e^{-\kappa L}Q(\kappa),\qquad E_2=-\frac1{2\pi}\int_0^\infty\!d\xi\;\alpha_1\alpha_2\,\mathrm{Tr}\,T^2 ,
\]
where \(e^{-\kappa L}Q/\Pi=\mathrm{Tr}[T_{12}T_{23}T_{31}]\), \(T=e^{-x}r^{-3}[A\hat{\mathbf r}\hat{\mathbf r}-B\mathbf 1]\), \(A=3+3x+x^2\), \(B=1+x+x^2\). In units of \(e^{-x}/r^3\), \(T\) has eigenvalues \(\Lambda=A-B=2+2x\) (longitudinal) and \(-B\) (transverse, twice). With \(A_{AB}=A(\kappa r_{AB})\), \(B_{AB}=B(\kappa r_{AB})\), Lemma 5 gives
\[
\begin{aligned}
Q={}&-A_{12}A_{23}A_{31}\,c_1c_2c_3-\big(A_{12}A_{23}B_{31}c_2^2+A_{23}A_{31}B_{12}c_3^2+A_{31}A_{12}B_{23}c_1^2\big)\\
&+\big(A_{12}B_{23}B_{31}+A_{23}B_{31}B_{12}+A_{31}B_{12}B_{23}\big)-3B_{12}B_{23}B_{31}.
\end{aligned}
\]
Thus \(Q=\sum_{n=0}^6q_n\kappa^n\), \(Q(0)=-3(1+3c_1c_2c_3)\), and \(|q_n|\le M_nL^n\) with \(M_n\) independent of shape and size.

Two claims remain to be proved.

(c) For \(L\ll c/\bar\omega\), \(E_3\) tends to the Axilrod-Teller-Muto (ATM) form
\[
E_{\rm ATM}=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{\Pi},\qquad C_9=\frac3\pi\int_0^\infty\alpha_1\alpha_2\alpha_3\,d\xi,
\]
with \(\bar\omega^2=\int\xi^2\alpha_1\alpha_2\alpha_3\,d\xi\big/\int\alpha_1\alpha_2\alpha_3\,d\xi\) and error of order \((\bar\omega L/c)^2\) relative to \(C_9/\Pi\).

(d) For \(L\gg c/\omega_0\), \(E_3\) tends to
\[
E_{\rm far}=-\frac{c\,\alpha_1(0)\alpha_2(0)\alpha_3(0)}{\pi\,\Pi}\sum_{n=0}^6\frac{q_n\,n!}{L^{n+1}},
\]
with error of order \((c/\omega_0L)^2\) relative to \(c\,\alpha_1(0)\alpha_2(0)\alpha_3(0)/(\pi L\Pi)\).

At temperature \(T\), the free energy \(F_3\) follows by replacing \(\tfrac1\pi\int_0^\infty d\xi\) with \(kT\sum_{n=-\infty}^\infty\) over \(\xi=2\pi|n|kT\). The numerical checks also test the ring formulas against Rayleigh-Schrödinger (RS) theory and \(T(\mathbf r,i\xi)\) against a mode sum.

### Proof of (c): the near zone

Multiplying \(e^{-x}=1-x+x^2/2-x^3/6+\dots\) into \(A\) and \(B\) gives
\[
e^{-x}A=3+(3-3)x+(1-3+\tfrac32)x^2+(-1+\tfrac32-\tfrac12)x^3+\dots=3-\tfrac12x^2+O(x^4),
\]
\[
e^{-x}B=1+(1-1)x+(1-1+\tfrac12)x^2+(-1+\tfrac12-\tfrac16)x^3+\dots=1+\tfrac12x^2-\tfrac23x^3+O(x^4).
\]
So \(T\) has no term linear in \(\kappa\), and neither has \(h(y)=e^{-y}Q(y/L)\) with \(y=\kappa L\). The second derivative of \(h\) is \(e^{-y}\) times a polynomial with bounded coefficients, hence bounded on \(y\ge0\), and Taylor's theorem gives \(|h(y)-h(0)|\le My^2\) with \(M\) independent of shape. Replacing \(h\) by \(h(0)=Q(0)\) yields \(E_{\rm ATM}\), and
\[
|E_3-E_{\rm ATM}|\le\frac{M L^2}{\pi\Pi c^2}\int_0^\infty\xi^2\alpha_1\alpha_2\alpha_3\,d\xi=\frac M3\Big(\frac{\bar\omega L}{c}\Big)^2\frac{C_9}{\Pi}.
\]
The integral converges because \(\alpha_1\alpha_2\alpha_3\) falls as \(\xi^{-6}\). ∎

The error is relative to \(C_9/\Pi\). Near a shape with \(1+3c_1c_2c_3=0\) it need not be small relative to \(E_{\rm ATM}\). At fixed shape the first correction scales as \(L^{-7}/c^2\), except for shapes where its coefficient vanishes. In units of \(R^{-7}\) the \(\kappa^2\) coefficient of the trace is \(+\tfrac{57}{16}\) for the equilateral triangle and \(-\tfrac{15}4\) for three equally spaced bodies on a line, and along the isosceles family it passes through zero at an apex angle near \(110.5^\circ\).

For single oscillators, \(\alpha_A=\alpha_A(0)\,\omega_A^2/(\omega_A^2+\xi^2)\), the constant \(C_9\) has a closed form. From \(\int_0^\infty d\xi/(a^2+\xi^2)=\pi/2a\) and partial fractions,
\[
I_2(a,g)=\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(g^2+\xi^2)}=\frac{\pi/2a-\pi/2g}{g^2-a^2}=\frac{\pi}{2ag(a+g)},
\]
\[
I_3(a,b,g)=\frac{I_2(a,g)-I_2(b,g)}{b^2-a^2}=\frac{\pi\,(a+b+g)}{2abg\,(a+b)(b+g)(g+a)},
\]
where the last step uses \(b(b+g)-a(a+g)=(b-a)(a+b+g)\). Therefore
\[
C_9=\frac32\,\alpha_1(0)\alpha_2(0)\alpha_3(0)\,\frac{\omega_1\omega_2\omega_3(\omega_1+\omega_2+\omega_3)}{(\omega_1+\omega_2)(\omega_2+\omega_3)(\omega_3+\omega_1)} .
\]
For identical oscillators \(C_9=\tfrac9{16}\alpha^3\omega_0\), with \(\alpha\equiv\alpha(0)\). Then \(I_2=\pi/4\omega_0^3\) and \(I_3=3\pi/16\omega_0^5\), and writing \(\xi^2=(\omega_0^2+\xi^2)-\omega_0^2\) gives \(\bar\omega^2=(I_2-\omega_0^2I_3)/I_3=\omega_0^2/3\). The numerical check tests \(E_{\rm ATM}\) against the diagonalization of nine oscillators coupled by the static dipole tensor.

### Proof of (d): the far zone

Replace each \(\alpha(i\xi)\) by \(\alpha(0)\), put \(d\xi=c\,d\kappa\), and use \(\int_0^\infty\kappa^ne^{-\kappa L}d\kappa=n!/L^{n+1}\). This gives \(E_{\rm far}\). For numbers \(u_A\) in \([0,1]\), \(1-u_1u_2u_3=(1-u_1)+u_1(1-u_2)+u_1u_2(1-u_3)\le\sum_A(1-u_A)\). With \(u_A=\alpha_A(i\xi)/\alpha_A(0)\) this is at most \(3c^2\kappa^2/\omega_0^2\), so
\[
|E_3-E_{\rm far}|\le\frac{c\,\alpha_1\alpha_2\alpha_3}{\pi\Pi}\,\frac{3c^2}{\omega_0^2}\sum_n\frac{M_nL^n(n+2)!}{L^{n+3}}=M'\Big(\frac{c}{\omega_0L}\Big)^2\frac{c\,\alpha_1\alpha_2\alpha_3}{\pi L\Pi},
\]
with static polarizabilities and \(M'\) independent of shape. Scaling all sides by \(t\) multiplies \(q_n\) by \(t^n\), each \(q_n/L^{n+1}\) by \(t^{-1}\) and \(\Pi\) by \(t^9\), so \(E_{\rm far}\) is multiplied by \(t^{-10}\). ∎

The extra inverse power has a plain origin. In the near zone the integral runs over the bandwidth of the polarizabilities, which does not depend on distance. In the far zone it is cut off at \(\xi\sim c/L\) first. The same step for a pair uses \(\mathrm{Tr}\,T^2=e^{-2x}(\Lambda^2+2B^2)/r^6\), with \(B^2=1+2x+3x^2+2x^3+x^4\) and \(\Lambda^2+2B^2=6+12x+10x^2+4x^3+2x^4\). The weights \(n!/2^{n+1}\) give \(3+3+\tfrac52+\tfrac32+\tfrac32=\tfrac{23}2\), and \(E_2=-23c\,\alpha_1\alpha_2/(4\pi r^7)\), the Casimir-Polder law.

### Corollary 1: the equilateral triangle

Here \(c_A=\tfrac12\), \(x=\kappa R\), and \(Q=-\tfrac18A^3-\tfrac34A^2B+3AB^2-3B^3\). Insert \(A=B+\Lambda\). The coefficients are \(-\tfrac18-\tfrac34+3-3=-\tfrac78\) for \(B^3\), \(-\tfrac38-\tfrac32+3=\tfrac98\) for \(B^2\Lambda\), \(-\tfrac38-\tfrac34=-\tfrac98\) for \(B\Lambda^2\) and \(-\tfrac18\) for \(\Lambda^3\). With \(u=1+x\), \(\Lambda=2u\) and \(B=u+x^2\),
\[
-8Q=7B^3-18B^2u+36Bu^2+8u^3=33u^3+21u^2x^2+3ux^4+7x^6,
\]
from \(7-18+36+8=33\), \(21-36+36=21\) and \(21-18=3\). Expanding the powers of \(u\),
\[
p(x)\equiv-8Q=33+99x+120x^2+75x^3+24x^4+3x^5+7x^6 .
\]
The weights \(n!/3^{n+1}\) give
\[
\int_0^\infty p\,e^{-3x}dx=11+11+\tfrac{80}9+\tfrac{50}9+\tfrac{64}{27}+\tfrac{40}{81}+\tfrac{560}{243}=\tfrac{10112}{243},
\]
and division by 8 gives \(E_{\rm far}=+\tfrac{1264}{243}\,c\alpha^3/(\pi R^{10})\), with \(\tfrac{1264}{243}=5.20165\). The near limit is \(E_{\rm ATM}=\tfrac{11}8C_9/R^9\).

The energy is positive at every \(R\), because \(p>0\). It lies below \(E_{\rm far}\), because \(\alpha(i\xi)\le\alpha(0)\) under a positive weight. It also lies below \(E_{\rm ATM}\), because \(g=pe^{-3x}\) decreases:
\[
g'e^{3x}=p'-3p=-57x-135x^2-129x^3-x^4(57-33x+21x^2),
\]
and the last bracket has the negative discriminant \(33^2-4\cdot57\cdot21\).

The series of \(g\) has the \(x^2\) coefficient \(120-297+\tfrac{297}2=-\tfrac{57}2\) and the \(x^3\) coefficient \(75-360+\tfrac{891}2-\tfrac{297}2=12\), so \(g/33=1-\tfrac{19}{22}x^2+\tfrac4{11}x^3+\dots\). For identical oscillators let \(\eta=\omega_0R/c\) and \(v=\xi/\omega_0\), so that \(x=\eta v\). The mean of \(v^2\) under the weight \((1+v^2)^{-3}\) is \(\tfrac13\). The mean of \(v^3\) is \(\tfrac14/\tfrac{3\pi}{16}=\tfrac4{3\pi}\), because \(t=v^2\) turns the numerator into \(\tfrac12\int_0^\infty t(1+t)^{-3}dt=\tfrac14\). In the far zone \((1+x^2/\eta^2)^{-3}=1-3x^2/\eta^2+6x^4/\eta^4-\dots\) is averaged under the weight \(g\). Thus
\[
\frac{E_3}{E_{\rm ATM}}=1-\frac{19}{66}\eta^2+\frac{16}{33\pi}\eta^3+\dots,\qquad\frac{E_3}{E_{\rm far}}=1-\frac{3\langle x^2\rangle}{\eta^2}+\frac{6\langle x^4\rangle}{\eta^4}-\dots,
\]
where \(\langle x^2\rangle=\int x^2g\,dx/\int g\,dx=1.40629\), obtained with the weights \((n+2)!/3^{n+3}\). The numerical check tests both leading corrections against quadrature of the explicit matrices.

### Corollary 2: three bodies on a line

With spacing \(R\) the sides are \(R,R,2R\), so \(\Pi=8R^9\) and \(L=4R\). All three propagators are diagonal in the same axes, and \(Q=\Lambda(x)^2\Lambda(2x)-2B(x)^2B(2x)\). The two products are
\[
8(1+x)^2(1+2x)=8+32x+40x^2+16x^3,
\]
\[
2B^2(1+2x+4x^2)=2+8x+22x^2+32x^3+34x^4+20x^5+8x^6,
\]
so \(Q=6+24x+18x^2-16x^3-34x^4-20x^5-8x^6\). The weights \(n!/4^{n+1}\) give \(\tfrac32+\tfrac32+\tfrac9{16}-\tfrac38-\tfrac{51}{64}-\tfrac{75}{128}-\tfrac{45}{128}=\tfrac{93}{64}\). Hence \(E_{\rm far}=-\tfrac{93}{512}\,c\alpha^3/(\pi R^{10})\), while \(c_1c_2c_3=-1\) gives \(E_{\rm ATM}=-C_9/4R^9\). Both limits are attractive.

Here \(Q\) changes sign, positive at small \(x\) and negative at large \(x\), and the second moment is negative. With the weights \((n+2)!/4^{n+3}\), in units of \(1/4096\), it is \(768+2304+1728-1920-6120-6300-5040<0\). The correction \(-3\langle x^2\rangle/\eta^2\) is then positive, and for identical oscillators \(E_3/E_{\rm far}\) approaches 1 from above: the fall of \(\alpha(i\xi)\) removes more of the repulsive high-frequency part than of the attractive part.

Between these shapes the energy passes through zero. For an isosceles triangle with apex angle \(\theta\), the base angles have \(\cos^2=\sin^2(\theta/2)=(1-\cos\theta)/2\). The ATM factor vanishes when \(\cos^2\theta-\cos\theta-\tfrac23=0\), whose root in range is \(\cos\theta=(1-\sqrt{11/3})/2\), or \(\theta=117.22^\circ\). The zero of \(E_{\rm far}\), found numerically, is at \(135.61^\circ\), and a scan in steps of one degree from \(60^\circ\) to \(180^\circ\) shows one sign change. For apex angles between the two zeros the three-body energy is attractive in the near zone and repulsive in the far zone.

### Corollary 3: one short side

Let \(r_{12}=a\ll r_{31}=b\), with \(\theta\) the angle at body 1 and \(b\gg c/\omega_0\). Then \(L\approx2b\), part (d) applies whatever the size of \(a\) relative to \(c/\omega_0\), and the relevant \(\kappa\) is of order \(1/b\). To leading order in \(a/b\), \(T_{12}\) is static and \(T_{23}=T_{31}=T_b\). With unit vectors \(\hat{\mathbf a},\hat{\mathbf b}\) and \(x=\kappa b\), \(T_b^2=e^{-2x}b^{-6}[(\Lambda^2-B^2)\hat{\mathbf b}\hat{\mathbf b}+B^2\mathbf 1]\). The tensor \(3\hat{\mathbf a}\hat{\mathbf a}-\mathbf 1\) is traceless, and its trace against \(\hat{\mathbf b}\hat{\mathbf b}\) is \(3\cos^2\theta-1\). Further \(\Lambda^2-B^2=3+6x+x^2-2x^3-x^4\), and the weights \(n!/2^{n+1}\) give \(\tfrac32+\tfrac32+\tfrac14-\tfrac34-\tfrac34=\tfrac74\). Therefore
\[
E_3\simeq-\frac74\,\frac{c\,\alpha_1\alpha_2\alpha_3}{\pi}\,\frac{3\cos^2\theta-1}{a^3b^7},
\]
with corrections of order \(a/b\) and \((c/\omega_0b)^2\) relative to \(c\,\alpha_1\alpha_2\alpha_3/(\pi a^3b^7)\). The total degree is \(-10\), but a distant body moving away from a close pair sees \(b^{-7}\). The ATM expression for this shape, with angles \(\theta,\pi-\theta,0\), is \(-C_9(3\cos^2\theta-1)/(a^3b^6)\).

### Remark: finite temperature

Take \(kT\) far below the gaps, so that Lemma 2 holds with ground-state polarizabilities, and let \(\ell_T=c/(2\pi kT)\). The term \(n\) of the sum carries \(e^{-|n|L/\ell_T}\) times a polynomial. For \(L\gg\ell_T\) the term \(n=0\) remains, and
\[
F_3\to3kT\,\alpha_1\alpha_2\alpha_3\,(1+3c_1c_2c_3)/\Pi ,
\]
which has degree \(-9\) and the ATM angular factor. For the equilateral triangle it is \(\tfrac{33}8kT\alpha^3/R^9\).

The onset of the deviation follows from the Euler-Maclaurin formula. The sum samples \(g\) at the step \(\delta=R/\ell_T\) with half weight at \(x=0\), and \(\delta\sum'g(n\delta)=\int g\,dx-\tfrac{\delta^2}{12}g'(0)+\tfrac{\delta^4}{720}g'''(0)-\dots\). Here \(g'(0)=0\) and \(g'''(0)=6\cdot12=72\), and the factor \(\alpha(i\xi)^3\), even in \(\xi\), changes neither value. In the far zone \(\int g\,dx=8\times5.20165\), so to leading order in \(\delta\)
\[
F_3/E_3=1+\frac{\delta^4}{80\times5.20165}.
\]
The Matsubara prefactor is tested on harmonic oscillators with static coupling, and both limits of the retarded sum are tested on the model below.

### Remark: what the theorem leaves out

The result is the leading order in the coupling. A further scattering adds a factor \(\alpha T\), so \(\alpha/r^3\ll1\) is needed for the shortest side, and the numerical factor in front is not small. For identical harmonic oscillators the next three-body term comes from closed paths such as \(1\to2\to1\to3\to1\). Relative to \(E_3\) it is \(-\tfrac{75}{22}\,\alpha/R^3\) for the equilateral triangle in the near zone, and about \(+11.5\,\alpha/a^3\) for the shape of Corollary 3 at \(\theta=30^\circ\) in the far zone. Higher multipoles, magnetic response, overlap and exchange are excluded by A1. A permanent dipole in a fixed orientation makes single-vertex terms nonzero in Lemma 3, and a degenerate ground state adds a gapless term in Lemma 2, so both fall outside the theorem. The condition \(L\gg c/\omega_0\) of part (d) is sufficient and need not be necessary. Since \(1-\alpha(i\xi)/\alpha(0)=\sum_nw_n\,\xi^2/(\omega_n^2+\xi^2)\), where \(w_n=2|d_n|^2/(\omega_n\alpha(0))\) is the share of level \(n\) in \(\alpha(0)\), a low-lying excitation contributes at most \(w_n\) at any frequency, so such excitations add at most the sum of their shares over the three bodies to the bound \(\sum_A(1-u_A)\) in the proof of (d). They matter little for the onset of the far zone when that sum is small compared with the accuracy demanded.

### Worked example

Take three identical single oscillators with the round parameters \(\alpha(0)=3\) Å\(^3\) and \(\hbar\omega_0=10\) eV. With \(\xi\) in eV and lengths in Å the formulas hold with \(c\to\hbar c=1973.270\) eV Å, so \(c/\omega_0=197.33\) Å. The constants are
\[
C_9=\tfrac9{16}\times27\times10=151.875\ \text{eV Å}^9\;(1715.2\ \text{hartree bohr}^9),
\]
\[
E_{\rm ATM}R^9=\tfrac{11}8\times151.875=208.828\ \text{eV Å}^9,
\]
\[
E_{\rm far}R^{10}=5.20165\times\frac{1973.270\times27}{\pi}=8.8215\times10^4\ \text{eV Å}^{10}\;(1.8827\times10^6\ \text{hartree bohr}^{10}).
\]
The asymptotes cross at \(R=88215/208.828=422.4\) Å, which is \(2.14\,c/\omega_0\). Quadrature of part (a) for the equilateral triangle gives the following, where the slope is \(d\ln E_3/d\ln R\).

| \(R\) (Å) | \(E_3\) (eV) | \(E_3/E_{\rm ATM}\) | \(E_3/E_{\rm far}\) | slope |
|---|---|---|---|---|
| 5 | \(1.069\times10^{-4}\) | 0.99982 | 0.0118 | −9.0004 |
| 10 | \(2.087\times10^{-7}\) | 0.99928 | 0.0237 | −9.0014 |
| 50 | \(1.052\times10^{-13}\) | 0.984 | 0.1165 | −9.03 |
| 200 | \(3.469\times10^{-19}\) | 0.850 | 0.403 | −9.24 |
| 1000 | \(7.763\times10^{-26}\) | 0.372 | 0.880 | −9.79 |
| 5000 | \(8.975\times10^{-33}\) | 0.0839 | 0.99354 | −9.987 |
| \(10^5\) | \(8.821\times10^{-46}\) | 0.0042 | 0.99998 | −10.000 |

Both ratios stay below 1, as Corollary 1 requires. The entries are the sixth-order term alone. Repeated scattering among the three oscillators lowers the three-body energy by about 8 percent at 5 Å and 1 percent at 10 Å, more than retardation does at these distances, and for the line at 10 Å it raises the magnitude by about 3 percent. The extra digits serve the comparison with the expansions. At 10 Å, \(\eta=10/197.33=0.05068\), and \(1-\tfrac{19}{66}\eta^2+\tfrac{16}{33\pi}\eta^3=1-0.00074+0.00002=0.99928\). At 5000 Å, \(1-4.21888\,(197.33/5000)^2=0.99343\), against 0.99354 from the quadrature, and the difference has the positive sign of the next term \(6\langle x^4\rangle/\eta^4\). The crossover is broad: the energy is 15 percent below \(E_{\rm ATM}\) at 200 Å and still 12 percent below \(E_{\rm far}\) at 1000 Å.

The ratio to the sum of the three pair energies is small. In the near zone \(\mathrm{Tr}\,T^2=6/R^6\) and \(E_2=-\tfrac3\pi\alpha^2\omega_0^4I_2/R^6=-\tfrac34\alpha^2\omega_0/R^6\), so \(E_3/3E_2=-(\tfrac{11}8\cdot\tfrac9{16})/\tfrac94\;\alpha/R^3=-\tfrac{11}{32}\alpha/R^3\). At 5 Å this is \(-\tfrac{11}{32}\times\tfrac3{125}=-8.25\times10^{-3}\), as computed. In the far zone it is \(-5.20165/(3\times\tfrac{23}4)\;\alpha/R^3\), or \(-9.05\times10^{-16}\) at \(10^5\) Å. The ratio falls as \(R^{-3}\) in both zones, since pair and triple energies each lose one power.

For the line, \(E_{\rm ATM}R^9=-151.875/4=-37.969\) eV Å\(^9\) and \(E_{\rm far}R^{10}=-3080\) eV Å\(^{10}\). At 10 Å, \(E_3=-3.78\times10^{-8}\) eV, or 0.996 of the ATM value. At 1000 Å, \(E_3=-3.71\times10^{-27}\) eV is 1.205 times \(E_{\rm far}\). This overshoot has the sign found in Corollary 2, and it shows that the upper bound of the equilateral case does not extend to all shapes.

For \(a=5\) Å, \(b=10^5\) Å and \(\theta=30^\circ\), \(3\cos^2\theta-1=1.25\), and Corollary 3 gives \(-1.75\times(1973.270\times27/\pi)\times1.25/(125\times10^{35})=-2.968\times10^{-33}\) eV. The full integral is 1.00016 times this, 1.00004 times \(E_{\rm far}\) and 0.00195 times \(E_{\rm ATM}\). A side far shorter than \(c/\omega_0\) does not restore the ATM value. These ratios compare sixth-order expressions. With \(\alpha/a^3=0.024\), repeated scattering within the close pair makes the three-body energy of the oscillator model about 28 percent larger in magnitude, a shift that falls to 3.5 percent at \(a=10\) Å.

At 300 K, \(kT=0.02585\) eV and \(\ell_T=12148\) Å. The limit for \(L\gg\ell_T\) is \(F_3R^9=\tfrac{33}8\times0.02585\times27=2.879\) eV Å\(^9\). The computed \(F_3/E_3\) is 1.0001 at 5000 Å and 1.0012 at \(10^4\) Å, although the perimeter already exceeds \(\ell_T\) in both cases. The fourth-power law accounts for this: \((10^4/12148)^4/(80\times5.20165)=0.0011\) at leading order. For this shape the condition \(L\ll\ell_T\) is sufficient and stronger than necessary. At \(10^5\) Å the free energy equals the ninth-power limit to the printed digits and is 3.26 times the zero-temperature value. At 5000 Å the model is within one percent of \(E_{\rm far}\) with a thermal change of \(10^{-4}\), so for these parameters a window with slope close to \(-10\) exists at 300 K.

## Values computed for the example and the checks

```
check: 6th-order RS / three-body ring = 1.0000000000
check: 4th-order RS / pair ring = 1.0000000000
check: mode sum / T, longitudinal 1.0000000000, transverse 1.0000000000
check: diagonalization / ATM = 1.0000000000, / Matsubara = 1.0000000000
equilateral -8Q, powers x^0..x^6: [33, 99, 120, 75, 24, 3, 7]
far coefficient, unit c a^3/(pi R^10): equilateral 1264/243 = 5.20165
far coefficient, unit c a^3/(pi R^10): collinear -93/512 = -0.18164
short side, unit c a^3 (3cos^2-1)/(pi a^3 b^7): -7/4
pair far coefficient, unit c a^2/(pi r^7): -23/4
near correction: x^2 term -19/22, <xi^2>/w0^2 1/3, product -19/66
far correction: <x^2> = 1.40629, -3<x^2> = -4.21888
model: alpha(0) = 3.0 A^3, hbar w0 = 10.0 eV, hbar c = 1973.270 eV A
c/w0 = 197.33 A
C9 = 151.875 eV A^9 = 1715.2 hartree bohr^9
equilateral ATM: E R^9 = 208.828 eV A^9
equilateral far: E R^10 = 8.82147e+04 eV A^10 = 1.8827e+06 hartree bohr^10
asymptotes cross at R = 422.4 A = 2.1407 c/w0
equilateral: R/A, E3/eV, E3/ATM, E3/far, slope, E3/(3 E2)
       5 1.0690e-04 0.99982 0.01183 -9.0004 -8.250e-03
      10 2.0868e-07 0.99928 0.02366 -9.0014 -1.031e-03
      50 1.0524e-13 0.98425 0.11650 -9.0292 -8.250e-06
     200 3.4686e-19 0.85043 0.40264 -9.2358 -1.266e-07
    1000 7.7634e-26 0.37176 0.88005 -9.7931 -9.348e-10
    5000 8.9748e-33 0.08394 0.99354 -9.9872 -7.252e-12
  100000 8.8213e-46 0.00422 0.99998 -10.0000 -9.046e-16
collinear ATM: E R^9 = -37.969 eV A^9
collinear far: E R^10 = -3.08044e+03 eV A^10
collinear R = 10 A: E3 = -3.7819e-08 eV, /ATM 0.99607, /far 0.12277
collinear R = 1000 A: E3 = -3.7111e-27 eV, /ATM 0.09774, /far 1.20472
short side a = 5 A, b = 1e+05 A, theta = 30 deg: E3 = -2.9683e-33 eV
  ratio to a^-3 b^-7 law 1.00016, to far 1.00004, to ATM 0.00195
isosceles sign change: ATM 117.22 deg, far 135.61 deg
far-zone sign changes between 60 and 180 deg: 1
T = 300 K: kT = 0.02585 eV, hbar c/(2 pi kT) = 12148 A
classical equilateral limit: F R^9 = 2.8793 eV A^9
R = 1000 A: F3/E3(T=0) = 1.0000, F3/classical = 26.9630
R = 5000 A: F3/E3(T=0) = 1.0001, F3/classical = 6.0884
R = 10000 A: F3/E3(T=0) = 1.0012, F3/classical = 3.0625
R = 100000 A: F3/E3(T=0) = 3.2640, F3/classical = 1.0000
```
